\section*{Transverse electron focusing between two point contacts}

\section{The problem}

A two-dimensional electron gas fills the half-plane $y>0$. Its edge $y=0$ is straight and reflects electrons like a mirror. Two small openings in the edge, an injector at $x=0$ and a collector at $x=L$, lead to separate reservoirs. A third contact, the grounded drain, lies far away. Electrons carrying a current of magnitude $I$ enter through the injector, while the collector is a voltage probe that draws no net current. Its voltage is also counted as a magnitude. A magnetic field of magnitude $B$ is applied perpendicular to the plane.

At which fields does the collector voltage $V_c$ have peaks, how high are they, and what moves or weakens them?

Take a sheet density $n=3.5\times10^{11}\,\mathrm{cm^{-2}}$, effective mass $m=0.07$ electron masses, $L=3000$ nm, contact width $w=100$ nm and temperature 1.5 K. The Fermi contour is a circle of radius $k_F$. With two spin states per wave vector,
\begin{equation}
n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi},
\qquad k_F=\sqrt{2\pi n}=0.1483\ \mathrm{nm^{-1}} .
\end{equation}

\section{First estimate by scaling}

An electron of momentum $\hbar k_F$ in a field $B$ moves on an orbit whose size is set by $\hbar k_F/(eB)$, the one length that can be formed from momentum, charge and field. A signal is expected when this size matches $L$:
\begin{equation}
B\sim\frac{\hbar k_F}{eL}\approx 32.5\ \mathrm{mT}.
\end{equation}
If the electron covers the distance in $p$ equal hops, each hop is $p$ times shorter and the field $p$ times larger. Scaling thus suggests equally spaced peaks, but leaves the numerical factor open.

For the size of the signal, suppose that the injected electrons land evenly over a distance of order $L$. The collector then catches a fraction $w/L\approx0.033$ of them. This guess says nothing about why there should be peaks rather than a smooth curve.

\section{Solution of the classical model}

\subsection{Skipping orbits}

The electron charge is $-e$. Let the field point along $-z$; the force $-e\,\mathbf v\times\mathbf B$ then gives, with $\omega=eB/m$,
\begin{equation}
\dot v_x=\omega v_y,\qquad \dot v_y=-\omega v_x .
\end{equation}
An electron starts at the origin with Fermi speed $v$ at an angle $\theta$ from the edge normal, so $v_x=v\sin\theta$ and $v_y=v\cos\theta$. Since $v_y=\dot y$ and $v_x=\dot x$, both equations integrate at once:
\begin{equation}
v_x=v\sin\theta+\omega y,\qquad v_y=v\cos\theta-\omega x .
\label{eq:first}
\end{equation}
On return to $y=0$ the first relation gives $v_x=v\sin\theta$ again. The speed is conserved and the electron now moves towards the edge, so $v_y=-v\cos\theta$. The second relation then yields
\begin{equation}
x=\frac{2v\cos\theta}{\omega}=2r\cos\theta,\qquad
r=\frac{mv}{eB}=\frac{\hbar k_F}{eB}.
\end{equation}
The mass has cancelled. Specular reflection reverses $v_y$ and keeps $v_x$, which restores the starting velocity. Every hop therefore has the same length, and landing number $p$ is at
\begin{equation}
x_p=2pr\cos\theta .
\label{eq:landing}
\end{equation}

\subsection{Why the landings bunch}

Assume that the injector emits from a uniformly filled range of directions. The flux through the opening is proportional to the normal velocity, so the normalized distribution is $\tfrac12\cos\theta\,d\theta$. Because $\cos\theta\,d\theta=d(\sin\theta)$, the variable $s=\sin\theta$ is uniform on $(-1,1)$.

Landing $p$ lies beyond $x$ when $\sqrt{1-s^2}>u$, with $u=x/(2pr)$, that is, when $|s|<\sqrt{1-u^2}$. The fraction of electrons for which this holds is $\sqrt{1-u^2}$. Minus its derivative is the density of landings:
\begin{equation}
\rho_p(x)=-\frac{d}{dx}\sqrt{1-u^2}
=\frac{u}{2pr\sqrt{1-u^2}},\qquad 0<x<2pr .
\end{equation}
It diverges at $x=2pr$. There $\theta=0$ and $dx_p/d\theta=0$, so electrons from a range of angles land at nearly the same place. This is a caustic. For vanishing contact width it reaches the collector when $2pr=L$, or
\begin{equation}
B_p=p\,B_f,\qquad B_f=\frac{2\hbar k_F}{eL},\qquad p=1,2,3,\dots
\label{eq:Bp}
\end{equation}
Here $B_f=65.07$ mT, and the first three values are 65.07, 130.15 and 195.22 mT, with orbit radii of 1500, 750 and 500 nm.

\subsection{A collector of finite width}

Keep a point injector and let the collector extend from $a=L-w/2$ to $c=L+w/2$. The fraction whose landing $p$ falls inside is the difference of two cumulative fractions:
\begin{equation}
T_p=\sqrt{1-u_1^2}-\sqrt{1-u_2^2},\quad
u_1=\min\!\Big(1,\frac{a}{2pr}\Big),\quad
u_2=\min\!\Big(1,\frac{c}{2pr}\Big).
\end{equation}
To find the maximum, put $z=1/(2pr)$, which is proportional to $B$. If $cz<1$,
\begin{equation}
\frac{dT_p}{dz}=\frac{c^2z}{\sqrt{1-c^2z^2}}-\frac{a^2z}{\sqrt{1-a^2z^2}}>0,
\end{equation}
because $c>a$ makes the first numerator larger and its denominator smaller. If $cz>1>az$, then $T_p=\sqrt{1-a^2z^2}$, which falls with $z$. The maximum is at $cz=1$, so $2pr=L+w/2$. Since $2r=LB_f/B$,
\begin{equation}
B=\frac{pB_f}{1+w/(2L)} .
\end{equation}
Its height follows from $c^2-a^2=2Lw$:
\begin{equation}
T_p^{\max}=\sqrt{1-\frac{a^2}{c^2}}
=\frac{\sqrt{2Lw}}{L+w/2}\approx\sqrt{\frac{2w}{L}} .
\end{equation}
This is the same for every $p$. The numbers are $0.2582/1.0167=0.254$ for the full expression and 0.258 for the approximation.

The total collected fraction $\tau$ adds all landing numbers. An electron whose hop exceeds $w$ cannot land in the collector twice, so the $T_q$ add without double counting. For grazing electrons the capture ranges of hop length, from $a/q$ to $c/q$, begin to overlap at $q\ge a/w=29.5$. All hops shorter than $c/30$ are therefore caught, and
\begin{equation}
\tau=\sum_{q=1}^{29}T_q+1-\sqrt{1-\Big(\frac{c}{30\cdot2r}\Big)^2}.
\end{equation}
A direct count of first landings for $10^6$ emission directions, at $B/B_f=0.77$, 0.99, 1.6, 2.95 and 3.4, agrees with this sum to within $2\times10^{-4}$ in $\tau$.

At the first three maxima $\tau=0.276$, 0.310 and 0.346. The rise comes from electrons with $q>p$. For small $u$, $\sqrt{1-u^2}\approx1-u^2/2$, so
\begin{equation}
T_q\approx\frac{c^2-a^2}{2(2qr)^2}=\frac{Lw}{(2qr)^2}
=\frac{w}{L}\,\frac{1}{q^2}\Big(\frac{B}{B_f}\Big)^2 .
\label{eq:tail}
\end{equation}
With $B\approx pB_f$, summing over $q>p$ gives backgrounds of 0.021, 0.053 and 0.085. Subtracting 0.254 from the totals leaves 0.022, 0.056 and 0.092. The estimate is somewhat low because $u$ is not small for $q=p+1$.

Equation~(\ref{eq:tail}) also gives the weak-field limit. For $B\ll B_f$ all $u$ are small, and $\sum_q q^{-2}=\pi^2/6$ gives $\tau\approx(\pi^2/6)(w/L)(B/B_f)^2$ for narrow contacts. The signal vanishes with the field because nothing then turns the electrons back to the edge.

If the injector also has width $w$, $\tau$ must be averaged over starting points. The maxima become lower and move to 64.42, 128.84 and 193.33 mT, about 1\% below $pB_f$, with $\tau=0.218$, 0.253 and 0.290.

\subsection{From collected fraction to voltage}

Let the collector have $N_c$ open channels, and assume that all flux reaching its opening enters. It receives the current $\tau I$. Its electrochemical potential rises by $eV_c$ until it emits the same current, $(2e^2/h)N_cV_c$. What it emits skips towards larger $x$ and ends in the drain. Zero net current therefore requires
\begin{equation}
\frac{V_c}{I}=\frac{h}{2e^2}\,\frac{\tau}{N_c}.
\end{equation}
A channel needs half a Fermi wavelength of width, so $k_Fw/\pi=4.72$ gives $N_c=4$ and a prefactor of 3226.6 $\Omega$. For two contacts of finite width,
\begin{equation}
p=1:\quad \frac{V_c}{I}=3226.6\ \Omega\times0.2182=704\ \Omega ,
\end{equation}
followed by 815 $\Omega$ and 934 $\Omega$. The lowest value between the first two peaks is 78.5 $\Omega$ on the smooth classical curve; wave interference makes the signal between peaks oscillate and can take it well below this. Using 4.72 in place of 4 would lower all these resistances by 15\%, a fair measure of how loosely a classical flux fits so few channels.

With the field reversed, the injected electrons skip towards negative $x$ and $V_c=0$ in this model.

\section{The estimate and the solution compared}

Scaling gave the dependence on $k_F$, $L$ and $p$ correctly. Its field of 32.5 mT is half the true spacing, because a hop at normal emission spans the orbit's diameter and not its radius.

The even-landing guess, $\tau\sim w/L$, corresponds to about 108 $\Omega$. That is of the same order as the valley value of 78.5 $\Omega$ but 6.5 times below the first peak. The caustic makes the difference: it replaces $w/L$ by $\sqrt{2w/L}$, a gain of $\sqrt{2L/w}\approx7.7$ for a point injector. In this classical model, narrower contacts give a smaller signal fraction but a larger contrast. Diffraction, treated below, limits that gain by smearing the caustic.

The peaks remain separate while their width, of order $pB_fw/L$, is less than their spacing $B_f$. For a point injector this sets an upper limit $p\approx L/w=30$, where every electron is caught and the peaks vanish, provided that reflection and the classical description hold that far. They weaken long before: the ratio (maximum $-$ minimum)/(maximum $+$ minimum) is about 0.5 at $p=3$, 0.2 at $p=10$ and below 0.1 at $p=20$. When both contacts have width $w$, the peaks are broader and fade out earlier.

\section{Diffraction at the caustic}

A classical density that diverges must be corrected by wave mechanics. Equation~(\ref{eq:first}) shows that $v_x-\omega y$ is conserved. Write it as $\hbar k/m$. Since $m\omega/\hbar=k_F/r$, the wave function $\psi(y)e^{ikx}$ at the Fermi energy obeys
\begin{equation}
-\psi''+\Big(k+\frac{k_Fy}{r}\Big)^2\psi=k_F^2\psi .
\end{equation}
With $s=k/k_F+y/r$ and $K=k_Fr$ this becomes $d^2U/ds^2=K^2(s^2-1)U$, where $U$ decays at large $s$. The wall is at $s=k/k_F$, so edge modes have $k=k_Fs_n$ with $U(s_n)=0$.

Model the injector as a slit much narrower than the wavelength, which sets $\psi(x,0)=\delta(x)$. The normal derivative at the collector is
\begin{equation}
\partial_y\psi(L,0)=\int\frac{dk}{2\pi}\,e^{ikL}\,
\frac{U'(k/k_F)}{r\,U(k/k_F)} .
\end{equation}
Near a zero, $U\approx U'(s_n)(k/k_F-s_n)$, so each pole has the same residue factor $k_F/r$. Apart from evanescent terms, which decay with $L$, the amplitude is proportional to $A/r$ with $A=\sum_n e^{ik_FLs_n}$, or, at fixed $k_F$, to $A/K$.

For $K\gg1$ the zeros satisfy the semiclassical condition
\begin{equation}
K\int_{s_n}^{1}\!\sqrt{1-s^2}\,ds=\pi\Big(n-\frac14\Big),
\qquad \frac{dn}{ds}=-\frac K\pi\sqrt{1-s^2}.
\end{equation}
Poisson summation turns the sum over $n$ into integrals over $s$, labelled by an integer $q$, with phase $k_FLs+2\pi q\,n(s)$. This phase is stationary when $k_FL=2qK\sqrt{1-s^2}$. With $s=\sin\theta$ that is $L=2qr\cos\theta$, the classical landing condition~(\ref{eq:landing}).

Near $s=0$, $\sqrt{1-s^2}\approx1-s^2/2$. For $q=p$ the phase is, up to a constant,
\begin{equation}
(k_FL-2pK)s+\frac{pK}{3}s^3 ,
\end{equation}
and the integral is proportional to the Airy function $\mathrm{Ai}\big[(k_FL-2pK)/(pK)^{1/3}\big]$. Close to the peak $pK\approx k_FL/2$, so the argument is $(L-2pr)/\delta$ with
\begin{equation}
\delta=\frac{(k_FL/2)^{1/3}}{k_F}=\Big(\frac{L}{2k_F^2}\Big)^{1/3}=40.9\ \mathrm{nm}.
\end{equation}
The largest value of $\mathrm{Ai}$ is at argument $-1.019$, hence $2pr=L+1.019\,\delta$ and, to first order in $\delta/L$,
\begin{equation}
B\approx pB_f\Big(1-1.019\frac{\delta}{L}\Big)=0.986\,pB_f .
\end{equation}
The zeros $s_n$ were also found numerically and $|A|^2/K^2$ was averaged over $k_FL$ within $\pm20\%$ at fixed $L/r$, which suppresses interference between different $q$. The averaged peaks lie at about 0.987 times $pB_f$ for $p=1,2,3$; other wide averaging windows move these values by about 0.001. The multiples of $B_f$ thus survive in wave mechanics, with a common relative shift of about $-1.3\%$, close to the $-1.4\%$ of the Airy estimate.

This shift is for very narrow slits. It is comparable with the 1\% shift from contact width, and the two need not simply add. Without the averaging, interference adds fine structure that the classical curve lacks. The $\pm20\%$ window is a numerical device, far wider than the thermal spread at 1.5 K. With thermal averaging alone the highest maxima still lie near the multiples of $B_f$, but they scatter between about 0.983 and 0.991 times $pB_f$, so the shift is then not the same for every $p$.

\section{Real devices}

The parameters are rough typical values for a gated, high-mobility semiconductor heterojunction. Its Fermi energy here is 11.97 meV. Since $B_p\propto k_F\propto\sqrt E$, an energy spread $\Delta E$ gives $\Delta B/B=\Delta E/(2E_F)$. The thermal window has a full width at half height of $3.53\,k_BT$, with $k_BT=0.129$ meV, so a peak is averaged over a range of 1.9\% of its field. The peak itself widens by less, because it is already broader than that, about 5 to 6\% of its field. Its height drops by 5 to 7\%, which the estimates below leave out. A current of 10 nA needs a bias of 0.032 mV and shifts a peak by at most 0.14\%. Zeeman splitting, for a chosen $g=2$, is 0.09\% at $p=3$. The Landau spacing there, 0.323 meV, is below the thermal window of 0.46 meV. It grows with $p$, so Landau quantization, which the classical picture leaves out, matters more at higher $p$.

Scattering and imperfect reflection matter more for the height. An electron on the caustic travels $p$ semicircles, a path $p\pi r=\pi L/2=4712$ nm for every $p$. A mobility of $10^6\,\mathrm{cm^2/Vs}$ gives a transport mean free path of 9761 nm and a survival factor $e^{-4712/9761}=0.617$. With an assumed specular fraction of 0.9 per reflection, the three peaks fall to about 430, 450 and 470 $\Omega$. These are rough figures. Their slight rise with $p$ comes from applying one factor to all electrons; weighting each trajectory by its own path length and number of reflections gives about 410, 400 and 390 $\Omega$ instead. Small-angle scattering, which hardly affects the mobility, can still deflect an electron past the collector, and the background electrons reflect more often than the factor $0.9^{\,p-1}$ allows. In the other direction, gate-defined contacts often collimate the beam. Emission confined to within $30^\circ$ of the normal would raise the peaks by a factor of roughly 1.5 to 2.

The peak positions are sturdier, but they depend on the effective separation: an error of 100 nm in $L$ changes $B_f$ by 3.3\%, more than any of the shifts computed above. A gate-defined edge is also softer than the hard wall assumed here, which alters the hop length by an amount not calculated. The remaining values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Electron density: 3.50e+11 cm^-2
Effective mass: 0.070 electron masses
Mobility: 1.0e+06 cm^2/Vs
Contact separation L: 3000 nm
Contact width w: 100 nm
Temperature: 1.5 K
Fermi wave number: 0.1483 nm^-1
Fermi wavelength: 42.4 nm
Fermi energy: 11.97 meV
Focusing field B_f: 65.07 mT = 0.06507 T
Open channels per contact: 4
Resistance scale h/(2e^2 N_c): 3226.6 ohm
Height estimate sqrt(2w/L): 0.2582
p=1 ideal peak field: 65.07 mT
p=1 orbit radius at ideal peak: 1500 nm
p=1 point-injector peak: 64.01 mT
p=1 point-injector fraction: 0.2758
p=1 two-width peak: 64.42 mT
p=1 two-width fraction: 0.2182
p=1 ballistic resistance: 703.9 ohm
p=1 attenuated resistance estimate: 434.4 ohm
p=1 quantum peak / (p B_f): 0.9867
p=2 ideal peak field: 130.15 mT
p=2 orbit radius at ideal peak: 750 nm
p=2 point-injector peak: 128.01 mT
p=2 point-injector fraction: 0.3096
p=2 two-width peak: 128.84 mT
p=2 two-width fraction: 0.2525
p=2 ballistic resistance: 814.9 ohm
p=2 attenuated resistance estimate: 452.5 ohm
p=2 quantum peak / (p B_f): 0.9868
p=3 ideal peak field: 195.22 mT
p=3 orbit radius at ideal peak: 500 nm
p=3 point-injector peak: 192.02 mT
p=3 point-injector fraction: 0.3459
p=3 two-width peak: 193.33 mT
p=3 two-width fraction: 0.2895
p=3 ballistic resistance: 934.2 ohm
p=3 attenuated resistance estimate: 466.9 ohm
p=3 quantum peak / (p B_f): 0.9871
Lowest resistance between p=1 and p=2: 78.5 ohm
Reversed-field resistance: 0.0 ohm
Airy length: 40.9 nm
Predicted diffraction shift: -1.39 %
Thermal full width / peak field: 1.90 %
Focused path length: 4712 nm
Transport mean free path: 9761 nm
Scattering survival factor: 0.617
Assumed specular fraction: 0.90
Thermal energy: 0.129 meV
Landau spacing at p=3: 0.323 meV
Zeeman peak splitting at p=3, g=2: 0.094 %
Injection current: 10.0 nA
Injection bias: 0.0323 mV
Largest bias shift of peak: 0.135 %
\end{verbatim}
